Electron escape from a charged monolayer through a triangular barrier

**Question**

A flat monolayer stands alone in vacuum and carries n excess electrons per unit area. Its highest occupied level, of energy E, lies φ = 4.00 eV below the vacuum level just outside the layer. The electric field beside the layer has magnitude F = 0.905 V/nm on each side. Gaussian units are used, e > 0 is the elementary charge, m is the free-electron mass and z is the distance from the layer. Take ħ²/m = 0.0762 eV nm² and e² = 1.440 eV nm.

(a) Relate F to n and find n. Write down the barrier seen by an electron leaving the layer with zero in-plane momentum.

(b) Derive the WKB exponent G in the escape probability exp(−G) and evaluate it. How sensitive is it to φ and F?

(c) Model the layer as an attractive delta well in z. Find the escape rate to leading order in 1/G, and the lifetime of an electron.

(d) An electronic-structure calculation places the layer in a periodic cell of height L, with a uniform positive background that neutralises the cell. At what L does a vacuum state in the middle of the cell fall to the layer's level? Find the WKB exponent in such a cell and evaluate it for L = 30 nm.

(e) Estimate the effects of the image force, of in-plane momentum for a state at the corner of a hexagonal Brillouin zone (lattice constant 0.32 nm), and of a temperature of 300 K. Compare the model with a real transistor channel.

**Model answer to (a)**

Consider an electron at height z. A ring of the sheet with radius r and width dr holds 2πr n dr electrons, each at distance √(r² + z²). The in-plane forces cancel by symmetry, and the normal components add to

eF = n e² ∫₀^∞ 2πr z dr/(r² + z²)^(3/2) = 2πn e² z [−1/√(r² + z²)]₀^∞ = 2πn e².

Hence F = 2πne on each side, independent of z as long as z is much smaller than the lateral size of the sheet. The density is

n = eF/(2πe²) = 0.905/(2π × 1.440) nm⁻² = 0.100 nm⁻² = 1.00 × 10¹³ cm⁻².

The force is repulsive, so the potential energy U falls linearly away from the layer. Measured from the electron's energy,

U(z) − E = φ − eFz, z > 0.

This is a mean-field barrier. The loss of one electron leaves the field far from the sheet unchanged, but at this density the excess electrons are about 3 nm apart, comparable with the barrier width found in (b). If the others stayed fixed on a triangular lattice, the field above the vacated site would be 0.42F at z = 1 nm and 0.92F at z = 4.4 nm. The attraction to the charge left behind is estimated in (e).

**Model answer to (b)**

The barrier ends where U = E, at the turning point

z_t = φ/(eF) = 4.00/0.905 nm = 4.42 nm.

Inside it the Schrödinger equation reads ψ″ = κ²ψ, with

κ(z) = √(2m(φ − eFz))/ħ.

When κ varies slowly over the distance 1/κ, the decaying solution is κ^(−1/2) exp(−∫κ dz). The probability contains the square of the amplitude, which gives the factor 2 in

G = 2 ∫₀^{z_t} κ dz.

Put u = φ − eFz, so that dz = −du/(eF), and u runs from φ down to 0. Reversing the limits removes the minus sign:

G = [2√(2m)/(ħeF)] ∫₀^φ √u du = [2√(2m)/(ħeF)] (2/3) φ^(3/2),

G = 4√(2m) φ^(3/2)/(3ħeF).

With κ₀ = κ(0) = √(2mφ)/ħ this is also G = (4/3)κ₀z_t. The numbers are

κ₀ = √(2 × 4.00/0.0762) nm⁻¹ = 10.25 nm⁻¹,

G = (4/3) × 10.246 × 4.420 = 60.4.

The escape probability therefore contains exp(−60.4) = 6.0 × 10⁻²⁷. The amplitude carries half the exponent, 30.2.

The slow-variation condition can be checked at the layer. Differentiating κ² = 2m(φ − eFz)/ħ² gives |κ′| = meF/(ħ²κ), so

|κ′|/κ² = meF/(ħ²κ₀³) = 1/(2κ₀z_t) = 2/(3G) = 0.011.

This is small. The condition fails close to z_t, where κ vanishes, and part (c) therefore uses the solution of the linear potential there.

Since G ∝ φ^(3/2)/F,

∂G/∂φ = 3G/(2φ) = 22.6 per eV, δG/G = −δF/F at fixed φ.

An error of 0.1 eV in the barrier changes G by 2.3 and the probability by a factor of nearly ten. An increase of 1% in the field lowers G by 0.6.

**Model answer to (c)**

A delta well has one bound state. Without the field, its normalised form is ψ = √κ₀ exp(−κ₀|z|), so |ψ(0)|² = κ₀. Here φ denotes the binding with the field present. The field changes |ψ(0)|² by a relative amount of order 1/G, which is dropped.

Define α = (2meF/ħ²)^(1/3) and s = α(z_t − z). Then κ² = α³(z_t − z) = α²s, and the Schrödinger equation becomes d²ψ/ds² = sψ, the Airy equation. Beyond the barrier s is negative, and for large |s|

Bi(s) + i Ai(s) ≈ π^(−1/2) |s|^(−1/4) exp[i(2|s|^(3/2)/3 + π/4)].

The phase grows with z, so this combination is the outgoing wave. Take ψ = N(Bi + i Ai). The derivative of the phase with respect to z is α|s|^(1/2), and the outgoing particle flux is

J = (ħ/m) (|N|²/π) |s|^(−1/2) α|s|^(1/2) = (ħ/m) α|N|²/π.

At the layer s₀ = αz_t is large and positive. There Ai is negligible and Bi(s₀) ≈ π^(−1/2) s₀^(−1/4) exp(2s₀^(3/2)/3). Because κ₀ = α√s₀, twice the exponent is (4/3)s₀^(3/2) = (4/3)κ₀z_t = G. Matching the density at z = 0 gives

(|N|²/π) s₀^(−1/2) exp(G) = κ₀, so |N|²/π = κ₀√s₀ exp(−G).

Therefore

J = (ħ/m) κ₀ α√s₀ exp(−G) = (ħκ₀²/m) exp(−G) = (2φ/ħ) exp(−G),

where the last step uses κ₀² = 2mφ/ħ². The electron can leave on either side, so the total rate is

Γ = (4φ/ħ) exp(−G).

Numerically, 4φ/ħ = 2.43 × 10¹⁶ s⁻¹ and

Γ = 2.43 × 10¹⁶ × 5.97 × 10⁻²⁷ s⁻¹ = 1.45 × 10⁻¹⁰ s⁻¹,

a lifetime of about 220 years per electron in this model. If all the excess electrons had this same binding, the sheet would at first lose nΓ ≈ 1.5 × 10³ electrons per cm² per second. The charged sheet is thus metastable.

The rate can be tested without the large-s approximations. Requiring outgoing Airy waves on both sides of the delta well gives a complex resonance energy, whose imaginary part fixes the decay rate. The resonance width divided by the formula above is 0.9841 at F and 0.9675 at 2F, with φ held at 4 eV. The deviation doubles when G is halved, as expected of a correction of order 1/G.

**Model answer to (d)**

Let the layer lie at z = 0, with its periodic image at z = L. The background has charge density +en/L. Poisson's equation for the electrostatic potential, Φ″ = −4πen/L, gives for U = −eΦ

U″ = 4πe²n/L = 2eF/L.

Beside the layer U′ = −eF, as before. Integrating twice,

U(z) − E = φ − eFz + eFz²/L, 0 < z < L.

The slope vanishes at z = L/2, as symmetry requires. The lowest point of the potential lies there, at φ − eFL/4 relative to E. It reaches the layer's level when

L = 4φ/(eF) = 4 × 4.42 nm = 17.7 nm.

A state in this well also has zero-point energy. The well is parabolic with mω² = 2eF/L, so the lowest state meets the level when

eFL/4 = φ + (ħ/2)√(2eF/(mL)).

The solution is L = 17.87 nm, with a zero-point energy of 0.044 eV. Diagonalising the cell potential on 4000 grid points, with hard walls at the layers, places the lowest state within 10⁻⁴ eV of E at this height.

In a taller cell, a calculation that minimises the energy can lower it by moving charge to the middle of the cell. The barrier does not prevent this, because the minimisation does not follow the electron in time. A basis confined to the neighbourhood of the layer cannot represent the mid-cell state and so suppresses the transfer. In a shorter cell the layer keeps its charge, but this stability comes from the background and the cell height and does not show that the isolated sheet is stable. The criterion marks the onset, since F falls once charge has moved.

For the exponent, set u = L/2 − z and b = L/2. Since u² = L²/4 − Lz + z²,

φ − eFz + eFz²/L = φ − eFL/4 + (eF/L)u² = (eF/L)(u² − a²), a² = b² − φL/(eF).

The barrier extends from u = b at the layer to u = a at the turning point, so

G_L = (2/ħ)√(2meF/L) ∫ₐᵇ √(u² − a²) du.

The integral equals ½[b√(b² − a²) − a² arcosh(b/a)]: this vanishes at b = a, and its derivative with respect to b is ½[√(b² − a²) + (b² − a²)/√(b² − a²)] = √(b² − a²). Hence

G_L = (1/ħ)√(2meF/L) [b√(b² − a²) − a² arcosh(b/a)].

For L = 30 nm, b = 15 nm and a = 9.61 nm. The turning point is at b − a = 5.39 nm, and G_L = 70.3. The background weakens the field away from the layer, which makes the barrier thicker than the triangle. In a closed cell G_L measures the squared tunnel coupling to the mid-cell well. It does not by itself give a decay rate, because there is no continuum to decay into.

Two limits check the formula. For large L the extra potential eFz²/L is small and changes κ by m(eFz²/L)/(ħ²κ). With x = z/z_t, κ = κ₀√(1 − x) and meF/ħ² = κ₀²/(2z_t),

G_L − G ≈ (κ₀z_t²/L) ∫₀¹ x² dx/√(1 − x).

The substitution w = √(1 − x) turns the integral into 2∫₀¹(1 − w²)² dw = 2(1 − 2/3 + 1/5) = 16/15. As κ₀z_t = 3G/4,

G_L ≈ G[1 + 4z_t/(5L)].

At 30 nm this first correction is 12%, against 16% from the full expression, so higher orders in z_t/L still matter. In the other limit, L = 4z_t, a vanishes and the bracket becomes b² = 4z_t². The prefactor is κ₀/√(Lz_t) = κ₀/(2z_t), so G_L = 2κ₀z_t = 3G/2.

**Model answer to (e)**

*Image force.* If the layer screens like a perfect conductor, an electron at z is attracted by an image charge at distance 2z. The force e²/(4z²), integrated from z to infinity, gives the potential energy −e²/(4z). The barrier φ − eFz − e²/(4z) is highest where eF = e²/(4z²), that is, at z = ½√(e²/(eF)). Each of the two subtracted terms then equals ½√(e²·eF), so the top is lowered by

√(e²·eF) = √(1.440 × 0.905) eV = 1.14 eV.

Integrating κ numerically between the two new turning points gives an exponent of 53.3. This multiplies exp(−G) by about 1.2 × 10³. The inner turning point lies at 0.09 nm, inside any real layer, where the image form does not hold, so the factor is only indicative. Holding the image term constant below z = 0.15 to 0.3 nm gives exponents of 54.7 to 55.5 and factors of about 300 to 130. A neutral polarisable sheet, which screens less than a conductor, gives a smaller reduction than the full image force. If instead the other excess electrons do not fill the vacated place during the passage, the attraction can be stronger: unscreened charges fixed on a triangular lattice give about 46, with φ measured to the mean-field vacuum level.

*In-plane momentum.* A clean periodic layer conserves the in-plane wavevector k up to a reciprocal lattice vector g. A component with in-plane wavevector k + g has

κ² = 2m(φ − eFz)/ħ² + |k + g|²,

so φ is replaced by φ + ħ²|k + g|²/(2m). The first Brillouin zone contains the points at least as close to the origin as to any other reciprocal lattice point. For a zone corner the smallest |k + g| is therefore the corner distance itself,

K = 4π/(3 × 0.32 nm) = 13.1 nm⁻¹, ħ²K²/(2m) = 6.53 eV.

The exponent becomes

60.4 × [(4.00 + 6.53)/4.00]^(3/2) ≈ 258.

At low temperature this is much the largest of the three corrections. It varies quickly around the corner: at the same energy, a state displaced by 0.56 nm⁻¹ towards the zone centre has the exponent 238. That displacement is the Fermi radius when n is shared between two spins and two valleys with circular Fermi lines. For a corner state, the exponent of part (b) becomes relevant when defects or phonons supply the momentum. The rate then contains a further factor for that process, which is not calculated here.

*Temperature.* At 300 K, k_BT = 0.0259 eV. If this energy could go entirely into motion along z, the exponent would fall by 22.6 × 0.0259 = 0.59, a factor of 1.8 in probability. In a monolayer the next level for motion along z is normally far more than k_BT away, so the heat goes into in-plane motion. For a band minimum at k = 0 with band mass μ, an in-plane energy ε changes the barrier from φ to φ − ε(1 − μ/m), so the gain at a given ε is smaller than for motion along z and vanishes when μ = m. Averaged over a Boltzmann distribution of ε, the gain is about 2.4 as μ → 0, 1.5 for μ = 0.45m and 1 for μ = m. Thermal passage over the bare barrier has the exponent φ/(k_BT) = 155, or 111 with the full image lowering. Both are far above the corresponding tunnelling exponents, 60 and 53, so for zero in-plane momentum tunnelling dominates. For a valley at the zone corner temperature is not a small correction, because the exponent falls by about 35 per nm⁻¹ towards the zone centre and thermally occupied states there dominate the escape. For a parabolic valley with μ = 0.45m, −ln⟨exp(−G)⟩ drops from about 242 near zero temperature to about 198 at 300 K when the band is cut at 2 nm⁻¹ from the corner, and it falls further as the cut is widened. A side valley halfway to the zone centre and 0.2 eV above E would give a combined tunnelling and Boltzmann exponent of about 103. The values 258 and 238 are therefore low-temperature values.

*Comparison with a real channel.* A barrier of roughly 4 eV, a density of roughly 10¹³ cm⁻² and a lattice constant of roughly 0.32 nm are in the range of semiconducting transition-metal dichalcogenide channels. In some of these, such as monolayer MoS₂, the conduction-band minimum lies at the zone corner, so the momentum correction matters. The field beside the isolated sheet, 9.05 MV/cm, is close to the rough breakdown field of good silicon dioxide, about 10 MV/cm. The channel of a gated device is not an isolated sheet. Its field lines run from the positive gate to the excess electrons, and with all of them on one side the field there would be 4πne in vacuum, twice the value used here. At fixed φ this halves the exponent to 30, provided the gate lies beyond the new turning point, 2.2 nm from the layer. A nearer gate cuts the barrier short and lowers the exponent further. A gate dielectric reduces the field by its relative permittivity, to 4.6 MV/cm in silicon dioxide (permittivity 3.9), but it also replaces φ by a band offset and m by a tunnelling mass. A barrier of 3 eV instead of 4 eV, at the original field and mass, would give 60.4 × (3/4)^(3/2) ≈ 39. The exponent of part (b) therefore describes the isolated charged sheet and should not be used as an estimate of gate leakage.

Computed results

```
barrier height phi: 4.00 eV
field F: 0.905 V/nm = 9.05 MV/cm
hbar^2/m: 0.076200 eV nm^2
Gaussian e^2: 1.439965 eV nm
sheet density n: 0.10003 nm^-2 = 1.0003e+13 cm^-2
turning point: 4.420 nm
decay constant at the layer: 10.246 nm^-1
probability exponent G: 60.384
G by quadrature: 60.384
G in cgs units: 60.384
amplitude exponent G/2: 30.192
exp(-G): 5.967e-27
dG/dphi: 22.64 per eV
change of G for 0.1 eV in phi (linear): 2.26
rate prefactor 4 phi/hbar: 2.431e+16 s^-1
delta-well escape rate: 1.450e-10 s^-1 per electron
delta-well lifetime: 218.6 years per electron
initial loss from sheet: 1.451e+03 cm^-2 s^-1
Airy width / WKB width at F: 0.9841
Airy width / WKB width at 2F: 0.9675
cell height, floor meets level: 17.68 nm
cell height with zero-point energy: 17.87 nm
zero-point energy there: 0.0439 eV
example cell height: 30.0 nm
turning point in that cell: 5.387 nm
exponent in that cell: 70.27
image lowering of barrier top: 1.142 eV
exponent with full image force: 53.29
image-force gain in exp(-G): 1.209e+03
lattice constant (rough): 0.32 nm
zone-corner wavevector K: 13.09 nm^-1
in-plane energy hbar^2 K^2/2m: 6.53 eV
exponent at the zone corner: 257.8
temperature: 300 K, kT: 0.02585 eV
drop of G for energy gain kT (linear): 0.585
over-barrier exponent phi/kT: 154.7
same with image lowering: 110.6
```
